# Parabolic-barrier tunnelling factor: crossover temperature and sensitivity to frequency, part 2

A particle of mass $m$ crosses the barrier $V(x)=V_0-\tfrac12 m\omega^2x^2$ at temperature $T$. The tunnelling factor $\kappa$ is the quantum thermal flux $J$ across the barrier divided by the classical flux $J_{\rm cl}$. The coordinate is assumed separable and the reactants thermal, so the rate constant is proportional to $J$, with $J_{\rm cl}\propto e^{-\beta V_0}$ at fixed temperature. The question is how an error in $\omega$ changes $\kappa$.

Rydberg units are used: $\hbar=1$, energies in Ry, lengths in bohr, electron mass $\tfrac12$. A frequency quoted in $\mathrm{cm^{-1}}$ stands for the energy $\hbar\omega$. With $E$ the energy and $p_x$ the momentum along $x$, define $\beta=1/k_BT$, $u=\hbar\omega/k_BT$, $\theta=u/2$ and $\epsilon=(E-V_0)/\omega$. The sensitivity is

$$S\equiv\frac{\partial\ln\kappa}{\partial\ln\omega}=\frac{d\ln\kappa}{d\ln u}=-\frac{\partial\ln\kappa}{\partial\ln T}.$$

Two derivations of $\kappa$ have been given. The first writes the Hamiltonian in a rotated canonical pair of variables and uses the Fourier integral

$$\int_0^\infty y^{-1/2-i\epsilon}e^{\pm iy}dy=(\pm i)^{1/2-i\epsilon}\,\Gamma(\tfrac12-i\epsilon)=e^{\pm i\pi/4}\,e^{\pm\pi\epsilon/2}\,\Gamma(\tfrac12-i\epsilon)$$

to find the exact transmission probability $P$, which is then averaged thermally:

$$P(\epsilon)=\frac{1}{1+e^{-2\pi\epsilon}},$$

$$\kappa=\frac{J}{J_{\rm cl}}=u\int_{-\infty}^{\infty}P(\epsilon)\,e^{-u\epsilon}\,d\epsilon .$$

The second integrates a flux correlation function over time, without resolving energies. Both give

$$\kappa=\frac{\theta}{\sin\theta},\qquad \theta=\frac{u}{2}=\frac{\pi T_c}{T},\qquad T_c=\frac{\hbar\omega}{2\pi k_B},\qquad T>T_c .$$

The thermal integral converges only for $u<2\pi$, that is, above the crossover temperature $T_c$. The worked example takes $\omega=1500\ \mathrm{cm^{-1}}$, $m=1$ u and $V_0=0.04$ Ry.

## High temperature and the sensitivity to the frequency

Inverting $\sin\theta/\theta=1-\theta^2/6+\theta^4/120$ gives $1+\theta^2/6+(\tfrac1{36}-\tfrac1{120})\theta^4$, so

$$\kappa=1+\frac{u^2}{24}+\frac{7u^4}{5760}+\dots$$

The first two terms are the Wigner factor. From $\ln\kappa=\ln\theta-\ln\sin\theta$ and $\theta\propto\omega$,

$$S=1-\theta\cot\theta .$$

A partial-fraction form makes its behaviour evident. Let $\zeta=T_c/T<1$ and expand $\cos\zeta x$ in a Fourier cosine series on $[-\pi,\pi]$. The constant term is $\sin\pi\zeta/(\pi\zeta)$. The coefficient of $\cos nx$ is $\frac1\pi\big[\frac{\sin(\zeta-n)\pi}{\zeta-n}+\frac{\sin(\zeta+n)\pi}{\zeta+n}\big]=\frac{(-1)^n\sin\pi\zeta}{\pi}\frac{2\zeta}{\zeta^2-n^2}$. Setting $x=\pi$, where $\cos n\pi=(-1)^n$ and the series converges because the periodic extension is continuous and piecewise smooth, and multiplying by $\pi\zeta/\sin\pi\zeta$, gives $\pi\zeta\cot\pi\zeta=1-\sum_n2\zeta^2/(n^2-\zeta^2)$. Therefore

$$S=\sum_{n=1}^\infty\frac{2T_c^2}{n^2T^2-T_c^2},\qquad \kappa=\prod_{n=1}^\infty\frac{n^2}{n^2-\zeta^2},$$

the product following by integrating $S=d\ln\kappa/d\ln\zeta$ from $\zeta=0$. The factors have a meaning. For a closed path $x(\tau)=\sum_nx_ne^{2\pi in\tau/\beta}$ in imaginary time, the action $\int_0^\beta(\tfrac12m\dot x^2-\tfrac12m\omega^2x^2)\,d\tau$ equals $\tfrac12m\beta\sum_n[(2\pi n/\beta)^2-\omega^2]\,|x_n|^2$, and the bracket is proportional to $n^2-\zeta^2$. The mode $n=0$, a rigid shift of the path, has a negative bracket at every temperature; it is the unstable coordinate itself and has no factor in the product. The modes $n\ne0$ have a restoring force above $T_c$. At $T_c$ the modes $n=\pm1$ lose it, and the spread of the path about its mean position is no longer bounded.

At high temperature $S\to u^2/12$, from $\ln\kappa\approx u^2/24$. Near $T_c$ put $\theta=\pi-\delta$, so $\cot\theta=-\cot\delta\approx-(1/\delta-\delta/3)$ and $S=1+(\pi-\delta)(1/\delta-\delta/3)=\pi/\delta-\pi\delta/3+O(\delta^2)$. With $\delta=\pi(1-T_c/T)$ the leading term is

$$S\approx\frac{T}{T-T_c}.$$

Every term of the sum increases with $\omega$, so $S$ does, and $\ln\kappa$ is convex in $\ln\omega$. If the frequency is wrong by a factor $c$, with $cT_c<T$, the rate is wrong by $\exp\int_0^{\ln c}S\,d\ln\omega$, which exceeds the linear estimate $c^{S}$ for $c>1$ and for $c<1$ alike. An overestimate by a factor $c$ therefore shifts $\ln\kappa$ up by more than an underestimate by $1/c$ shifts it down.

Three consequences follow, the first two to first order in the error. An electronic-structure method delivers the curvature $|V''|=m\omega^2$, so a relative error in the Hessian eigenvalue enters $\ln\kappa$ with the factor $S/2$. The rate contains $e^{-\beta V_0}$, so a frequency error acts like a barrier error of size $k_BT\,S\,\delta\omega/\omega$ and opposite sign. The activation energy $-\partial\ln(\text{rate})/\partial\beta$ receives $-\partial\ln\kappa/\partial\beta=-k_BT\,S$ from the tunnelling factor.

## Finite barriers

The divergence of $\kappa$ and $S$ at $T_c$ comes from energies arbitrarily far below the top, which a real barrier does not have: transmission stops at the higher of the reactant and product levels. Below, that level is taken to lie $V_0$ under the top, and the Eckart barrier used is symmetric. Let $\nu=V_0/\omega$ and $\alpha=2\pi\nu$.

The crudest repair keeps the parabolic $P$ and stops the integral at $\epsilon=-\nu$. This is an approximation, since a real barrier is not parabolic down to its foot. For $\epsilon<0$, $P=\sum_{n\ge1}(-1)^{n-1}e^{2\pi n\epsilon}$, and for $u<2\pi$ the removed piece integrates term by term:

$$\kappa_{\rm cut}=\frac{\theta}{\sin\theta}-u\sum_{n\ge1}(-1)^{n-1}\frac{e^{-(2\pi n-u)\nu}}{2\pi n-u}.$$

The left side is analytic for all $\mathrm{Re}\,u>0$, so the identity continues below $T_c$, the poles on the right cancelling. Above $T_c$ the exponent of the first term is $(2\pi-u)\nu=\alpha(1-T_c/T)$, and the cutoff is negligible when this is large compared with 1. Below $T_c$ the first term grows as $e^{(u-2\pi)\nu}$, and the flux is carried by the lowest energies allowed. At $T_c$ put $\eta=2\pi-u$. Then $\theta/\sin\theta=u/(2\sin(\eta/2))\approx u/\eta+u\eta/24$, and dropping the terms $n\ge2$, of order $e^{-\alpha}$,

$$\kappa_{\rm cut}\approx u\,\frac{1-e^{-\eta\nu}}{\eta}+\frac{u\eta}{24}\approx u\nu-\tfrac12u\nu^2\eta+\frac{u\eta}{24}.$$

So $\kappa_{\rm cut}(T_c)=\alpha$. At fixed $V_0$ the product $u\nu=\beta V_0$ does not depend on $\omega$, while $d\eta/d\ln\omega=-u$. At $\eta=0$, $u=2\pi$, this gives $d\kappa_{\rm cut}/d\ln\omega=\alpha^2/2-\pi^2/6$ and $S_{\rm cut}(T_c)=\alpha/2-\pi^2/(6\alpha)$.

For a barrier of general shape, the wave function decays under the barrier as $\exp(-\int|p_x|dx)$ to leading semiclassical order, so $P\approx e^{-W(E)}$ with $W=2\int\sqrt{2m(V-E)}\,dx$ between the turning points, when $W\gg1$. The thermal integrand is $e^{-\beta E-W}$. Differentiating, $-dW/dE=2\int dx/\sqrt{2(V-E)/m}\equiv\tau(E)$, the period of classical motion in the inverted barrier. The exponent has slope $\tau(E)-\beta$ and is stationary where $\tau(E^*)=\beta$. At the top $\tau\to2\pi/\omega$; for the parabola $\tau$ keeps this value at all energies, which reproduces $W=2\pi|\epsilon|$, the exact tail. If $\tau$ grows monotonically as $E$ falls, then for $T>T_c$ the slope is positive everywhere below the top and the flux passes near the top, while for $T<T_c$ a maximum detaches and moves down. That is the meaning of the crossover. If $\tau$ dips below $2\pi/\omega$ somewhere, stationary points exist already above $T_c$, and $\hbar\omega/2\pi k_B$ need not mark the change of mechanism.

The Eckart barrier $V=V_0\,\mathrm{sech}^2(x/a)\approx V_0-V_0x^2/a^2$ has $m\omega^2=2V_0/a^2$. With $\xi=E/V_0$, $y=\sinh(x/a)$ and $y_t^2=1/\xi-1$, one has $V-E=E(y_t^2-y^2)/(1+y^2)$ and $dx=a\,dy/\sqrt{1+y^2}$. The factors $\sqrt{1+y^2}$ cancel:

$$\tau=2a\sqrt{\frac{m}{2E}}\int_{-y_t}^{y_t}\frac{dy}{\sqrt{y_t^2-y^2}}=\frac{2\pi}{\omega\sqrt\xi},\qquad W=\int_E^{V_0}\tau\,dE'=2\alpha(1-\sqrt\xi).$$

The period is monotonic, and $\tau=\beta$ gives $E^*=V_0(T/T_c)^2$. Below $T_c$, a Gaussian integral about the maximum gives $\kappa\approx\beta\sqrt{2\pi/W''}\,e^{\beta(V_0-E^*)-W(E^*)}$ with $W''=-d\tau/dE=\alpha\,\xi^{-3/2}/2V_0^2$. Change $\omega$ at fixed $V_0$ and shape, which rescales the width. At fixed $E$, $W\propto1/\omega$, and the shift of $E^*$ does not change the exponent to first order because the exponent is stationary. The exponent thus contributes $W(E^*)$ to $S$, for any shape. For the Eckart barrier $\alpha\propto1/\omega$ and $\sqrt{\xi^*}=T/T_c\propto1/\omega$, so $W''\propto\omega^2$ and the prefactor contributes $-1$:

$$S\approx2\alpha\left(1-\frac{T}{T_c}\right)-1 .$$

This requires the peak, of width $\sigma_\xi=\sqrt{2\xi^{*3/2}/\alpha}$, to lie well inside $0<\xi<1$.

Above $T_c$ the first correction to the parabola can be taken from the closed-form Eckart transmission, $(1-P)/P=\cosh^2\!\sqrt{\alpha^2-\pi^2/4}\,/\sinh^2(\alpha\sqrt\xi)$. It is not derived here; the program confirms it against direct solution of the Schrödinger equation, to $10^{-6}$ in $\ln P$, for the barrier of the example at five frequencies. For large $\alpha$ both hyperbolic functions are single exponentials. With $\xi=1+2\pi\epsilon/\alpha$, $\alpha\sqrt\xi\approx\alpha+\pi\epsilon-\pi^2\epsilon^2/2\alpha$ and $\sqrt{\alpha^2-\pi^2/4}\approx\alpha-\pi^2/8\alpha$, so

$$\ln\frac{1-P}{P}\approx-2\pi\epsilon+\frac{\pi^2}{\alpha}\left(\epsilon^2-\tfrac14\right),\qquad \delta P=-P(1-P)\,\frac{\pi^2}{\alpha}\left(\epsilon^2-\tfrac14\right).$$

For the parabola $P'=2\pi P(1-P)$, and integration by parts gives $\kappa=\int P'e^{-u\epsilon}d\epsilon$, so $\int P'\epsilon^2e^{-u\epsilon}d\epsilon=d^2\kappa/du^2$. Then $\delta\kappa/\kappa=-\frac{\pi u}{2\alpha}\,(\kappa_{uu}/\kappa-\tfrac14)$. Differentiating $\theta/\sin\theta$ twice gives $\kappa_{\theta\theta}/\kappa=1+2\cot^2\theta-2\cot\theta/\theta$, and $\kappa_{uu}=\kappa_{\theta\theta}/4$, so the bracket is $\tfrac12\cot\theta\,(\theta\cot\theta-1)/\theta=-S\cot\theta/2\theta$. With $u=2\theta$,

$$\frac{\kappa_{\rm Eckart}}{\kappa}-1\approx\frac{\pi\,S\cot\theta}{2\alpha}.$$

To first order in $1/\alpha$ the Eckart factor lies above the parabolic one for $T>2T_c$ and below it for $T<2T_c$. The parabola describes this barrier only while $\pi S|\cot\theta|/2\alpha$ is small. Near $T_c$ both $S$ and $|\cot\theta|$ grow as $1/\delta$, so this demands $\alpha(1-T_c/T)^2\gg\tfrac12$ roughly, which near $T_c$ is a stricter condition than that of the cutoff.

## Worked example

The parameters are round model values: $\omega=1500\ \mathrm{cm^{-1}}$, $m=1$ u, $V_0=0.04$ Ry. With $1\ \mathrm{Ry}=109737.32\ \mathrm{cm^{-1}}$, $\omega=1500/109737.32=0.013669$ Ry. With $k_B=6.333623\times10^{-6}$ Ry/K, $\omega/k_B=2158.17$ K and

$$T_c=\frac{2158.17\ \mathrm K}{2\pi}=343.5\ \mathrm K,$$

or 0.229 K per wavenumber. An error of $\pm10\%$ in $\omega$ moves $T_c$ to 377.8 K or 309.1 K. At 300 K, $u=7.19>2\pi$ and the formula does not apply to this barrier. The mass is 911.444 in units of $2m_e$, the curvature is $0.1703\ \mathrm{Ry/bohr^2}$, $\nu=0.04/0.013669=2.926$, $\alpha=18.39$, and the Eckart width is $a=0.685$ bohr.

At 400 K, $u=2158.17/400=5.3954$ and $\theta=2.6977$, with $\sin\theta=0.4295$ and $\cot\theta=-2.1029$. Then $\kappa=2.6977/0.4295=6.28$, against 2.21 from the Wigner factor, and $S=1+2.6977\times2.1029=6.67$. The near-crossover form gives 7.08, too high as the negative correction $-\pi\delta/3$ requires, and $u^2/12$ gives 2.43. Raising $\omega$ by 10% gives $\kappa=17.13$, a ratio $17.13/6.28=2.73$ where the linear estimate is $1.1^{6.67}=1.89$. Lowering it by 10% gives 3.71, a ratio 0.59 against $0.9^{6.67}=0.50$. A 16.5% increase would move $T_c$ up to 400 K itself. The equivalent barrier error for 10% is $0.002533\times6.673\times0.1=0.00169$ Ry, or 23 meV, to first order, and holding the rate to 10% allows $\ln1.1/S=1.4\%$ in $\omega$ in the linear estimate.

| $T$ (K) | $\kappa$ | Wigner | $S$ | ratio, +10% | ratio, −10% |
|---|---|---|---|---|---|
| 400 | 6.28 | 2.21 | 6.67 | 2.73 | 0.59 |
| 500 | 2.59 | 1.78 | 2.44 | 1.32 | 0.80 |
| 700 | 1.54 | 1.40 | 0.95 | 1.11 | 0.91 |
| 1000 | 1.22 | 1.19 | 0.42 | 1.05 | 0.96 |

The equivalent barrier errors at 500, 700 and 1000 K are 0.00077, 0.00042 and 0.00027 Ry, and the frequency errors allowed for 10% in the rate are 3.9%, 10% and 23%, all in the linear estimate. By the convexity shown above the allowed increase is smaller: solving $\kappa(c\omega)/\kappa(\omega)=1.1$ gives 3.7%, 9.3% and 20%.

For the finite barrier at 400 K, $2\pi-u=0.8878$ and $\alpha(1-T_c/T)=2.60$, so the cutoff removes $5.3954\,e^{-2.60}/0.8878=0.45$ and leaves $6.28-0.45=5.83$. At $T_c$ the cutoff values are $\kappa_{\rm cut}=18.39=\alpha$ and $S_{\rm cut}=18.387/2-\pi^2/(6\times18.387)=9.19-0.09=9.10$, as computed. The Eckart entries come from the numerically solved Schrödinger equation, with $\omega$ varied at fixed $V_0$.

| $T$ (K) | $\kappa_{\rm cut}$ | $S_{\rm cut}$ | $\kappa_{\rm Eck}$ | $S_{\rm Eck}$ | ratio, +10% |
|---|---|---|---|---|---|
| 200 | $1.3\times10^6$ | 17.0 | $3.3\times10^3$ | 14.5 | 4.07 |
| 300 | 105 | 12.9 | 16.5 | 6.18 | 1.90 |
| 343.5 | 18.4 | 9.10 | 7.45 | 4.36 | 1.58 |
| 400 | 5.83 | 5.2 | 4.09 | 2.98 | 1.37 |
| 500 | 2.59 | 2.39 | 2.38 | 1.77 | 1.20 |
| 700 | 1.54 | 0.95 | 1.55 | 0.87 | 1.10 |
| 1000 | 1.22 | 0.42 | 1.25 | 0.44 | 1.05 |

The Eckart values pass through $T_c$ with no visible feature. They hold for a symmetric one-dimensional barrier. Below $T_c$ both $\kappa$ and $S$ depend strongly on the reverse barrier, which $V_0$ and $\omega$ do not fix: an asymmetric Eckart barrier with half the reverse height has $\kappa$ about ten times smaller and $S$ about half as large at 200 K. At 400 K the parabolic $\kappa$ exceeds the Eckart value by a factor $6.28/4.09=1.5$ and the parabolic $S$ exceeds it by $6.67/2.98=2.2$, so at this temperature the choice of barrier model changes the rate more than a 10% frequency error does within the Eckart model (a factor 1.37). The shape parameter there is $\pi\times6.673\times2.1029/(2\times18.387)=1.2$, not small, so neither the parabola nor its first correction applies. Below $T_c$ the cutoff parabola is far above the Eckart barrier, by a factor near 400 at 200 K, in line with the actions: $2\alpha(1-\sqrt\xi)\ge\alpha(1-\xi)$, the parabolic value, because $2\ge1+\sqrt\xi$.

At 700 and 1000 K the Eckart factor is slightly larger than the parabolic one, although the Eckart barrier is wider at every energy below the top. The $1/\alpha$ formula accounts for this: at 1000 K it gives $\pi\times0.4221\times0.5356/(2\times18.387)=0.019$, and the computed ratio is $1.2478/1.2241=1.019$. At 700 K, just above $2T_c$, the first-order term nearly vanishes (0.002) and is smaller than the computed excess of 0.006 relative to the parabola. At 500 K it gives $-0.14$ against a computed $-0.08$: the sign is right and the size is not.

The sub-crossover estimate at 200 K has $E^*=0.0136$ Ry and $S\approx15.36-1=14.4$, against 14.5 computed. At 300 K it gives $4.66-1=3.7$ against 6.18 and fails. Its condition is violated there: $\xi^*=0.0305/0.04=0.76$ lies 0.24 below the top, while the width is $\sqrt{2\times0.666/18.39}=0.27$, with $0.666=(300/343.48)^3$. For a much larger barrier, $\alpha=200$ at $T=T_c/2$, the peak lies at $\xi=0.250$ and $S=199.0$, equal to $200-1$.

The numerical check, with its output, tests the operator algebra and the series symbolically, the Fourier integral by quadrature, and $P$, $\kappa$ and $T_c$ by direct integration of the Schrödinger equation, which returns the slope $d\ln P/d\epsilon=6.28319$ deep under the barrier. It tests $S$ by finite differences of the thermal integral, together with its limits, the pole sum, the convexity, the cutoff series, the Eckart action, period, peak energy and leading sub-crossover sensitivity, and the $1/\alpha$ scaling of the approach to the parabola ($-3.04\times10^{-3}$ and $-7.68\times10^{-4}$ relative to the parabolic $\kappa$ at 450 K, for $\alpha=2000$ and 8000). The intermediate steps of the second derivation and the coefficient of the $1/\alpha$ term are not among its assertions; the first are checked through the final $\kappa$, and the second by the comparison at 1000 K above.

## Numbers as computed

```
1 Ry = 109737.32 cm^-1 = 13605.7 meV; k = 6.333623e-06 Ry/K
omega = 1500 cm^-1 = 0.013669 Ry; omega/k = 2158.17 K
mass 1 u = 911.444 (unit 2 m_e); curvature m w^2 = 0.17030 Ry/bohr^2
V0 = 0.04 Ry; nu = 2.9263; alpha = 18.387; Eckart a = 0.6854 bohr
Tc = 343.48 K; kTc = 0.002175 Ry; Tc per cm^-1 = 0.22899 K
Schroedinger dlnP/deps = 6.28319 -> Tc = 343.48 K
Tc for omega -10% = 309.13 K; +10% = 377.83 K
omega increase that moves Tc to 400 K = 16.45 %
Parabolic barrier (kappa, S, ratios dimensionless)
T=400 K: kT=0.002533 Ry u=5.3954 theta=2.6977 sin=0.4295 cot=-2.1029
  kappa=6.2817 Schroedinger=6.2817 Wigner=2.2129
  S=6.6730 u^2/12=2.4259 T/(T-Tc)=7.0775 kTS=0.016906 Ry
  kappa(+10%)=17.1296 ratio=2.7269 1.1^S=1.8889
  kappa(-10%)=3.7090 ratio=0.5904 0.9^S=0.4951
  10% omega ~ barrier 0.001691 Ry = 23.00 meV; ln(1.1)/S = 1.43 %
T=500 K: kT=0.003167 Ry u=4.3163 theta=2.1582 sin=0.8324 cot=-0.6658
  kappa=2.5927 Schroedinger=2.5927 Wigner=1.7763
  S=2.4368 u^2/12=1.5526 T/(T-Tc)=3.1945 kTS=0.007717 Ry
  kappa(+10%)=3.4187 ratio=1.3186 1.1^S=1.2614
  kappa(-10%)=2.0846 ratio=0.8040 0.9^S=0.7736
  10% omega ~ barrier 0.000772 Ry = 10.50 meV; ln(1.1)/S = 3.91 %
T=700 K: kT=0.004434 Ry u=3.0831 theta=1.5415 sin=0.9996 cot=0.0293
  kappa=1.5422 Schroedinger=1.5422 Wigner=1.3961
  S=0.9549 u^2/12=0.7921 T/(T-Tc)=1.9634 kTS=0.004234 Ry
  kappa(+10%)=1.7090 ratio=1.1082 1.1^S=1.0953
  kappa(-10%)=1.4111 ratio=0.9150 0.9^S=0.9043
  10% omega ~ barrier 0.000423 Ry = 5.76 meV; ln(1.1)/S = 9.98 %
T=1000 K: kT=0.006334 Ry u=2.1582 theta=1.0791 sin=0.8815 cot=0.5356
  kappa=1.2241 Schroedinger=1.2241 Wigner=1.1941
  S=0.4221 u^2/12=0.3881 T/(T-Tc)=1.5232 kTS=0.002673 Ry
  kappa(+10%)=1.2801 ratio=1.0458 1.1^S=1.0410
  kappa(-10%)=1.1764 ratio=0.9610 0.9^S=0.9565
  10% omega ~ barrier 0.000267 Ry = 3.64 meV; ln(1.1)/S = 22.58 %
Finite barrier V0: cutoff parabola and Eckart (Schroedinger solution)
T=200.0 K: cutoff kappa=1.2818e+06 S=16.993 alpha(1-Tc/T)=-13.19
  Eckart kappa=3273.6 S=14.518 ratio +10%=4.073 -10%=0.226
T=300.0 K: cutoff kappa=105.32 S=12.872 alpha(1-Tc/T)=-2.67
  Eckart kappa=16.538 S=6.181 ratio +10%=1.897 -10%=0.555
T=343.5 K: cutoff kappa=18.387 S=9.104 alpha(1-Tc/T)=0.00
  Eckart kappa=7.4497 S=4.357 ratio +10%=1.578 -10%=0.662
T=400.0 K: cutoff kappa=5.8294 S=5.215 alpha(1-Tc/T)=2.60
  Eckart kappa=4.0935 S=2.975 ratio +10%=1.367 -10%=0.755
T=500.0 K: cutoff kappa=2.5858 S=2.385 alpha(1-Tc/T)=5.76
  Eckart kappa=2.3823 S=1.771 ratio +10%=1.204 -10%=0.845
T=700.0 K: cutoff kappa=1.5421 S=0.954 alpha(1-Tc/T)=9.36
  Eckart kappa=1.5512 S=0.871 ratio +10%=1.095 -10%=0.920
T=1000.0 K: cutoff kappa=1.2241 S=0.422 alpha(1-Tc/T)=12.07
  Eckart kappa=1.2478 S=0.435 ratio +10%=1.047 -10%=0.959
T=200 K: u=10.7908 E*=0.01356 Ry 2alpha(1-T/Tc)=15.361
T=300 K: u=7.1939 E*=0.03051 Ry 2alpha(1-T/Tc)=4.655
alpha=200, T=Tc/2: peak xi=0.2500 S=199.01 estimate=200.0
Eckart/parabola-1 at 450 K: alpha=2000 -3.044e-03, alpha=8000 -7.677e-04
```
